# Why straight exchange keeps an fcc (100) adatom on one checkerboard: a program that tests the result

```python
"""
Result under test: on an fcc (100) surface, straight exchange moves the
adatom between diagonal hollow sites and conserves the parity of i+j, so it
visits one checkerboard sublattice. Bridge hops visit every hollow site.
Symbols: a = cubic lattice constant, s = a/sqrt(2) = surface neighbour
distance, (i, j) = hollow-site indices in units of s, rate_hop and rate_exch
= total rates over four directions, D = diffusion coefficient.
The atomistic part uses a generic second-moment potential with the bulk
neighbour distance as length unit and the cohesive energy as energy unit.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize

HOPS = [(1, 0), (-1, 0), (0, 1), (0, -1)]
EXCHANGES = [(1, 1), (-1, -1), (1, -1), (-1, 1)]

# ---------- atomistic model: where do the two saddles lead? ----------
P_REP, Q_BOND = 10.0, 2.5
R_ON, R_OFF = 1.8, 2.3
CELL, LAYERS, FREE_LAYERS = 5, 4, 2


def pair_terms(r):
    """Repulsion and squared bond integral with their r-derivatives."""
    x = np.clip((r - R_ON) / (R_OFF - R_ON), 0.0, 1.0)
    f = 1 - x**3 * (10 - 15 * x + 6 * x**2)
    df = -30 * x**2 * (1 - x)**2 / (R_OFF - R_ON)
    rep = np.exp(-P_REP * (r - 1))
    bond = np.exp(-2 * Q_BOND * (r - 1))
    return (rep * f, rep * (df - P_REP * f),
            bond * f, bond * (df - 2 * Q_BOND * f))


# Strengths follow from bulk energy -1 per atom and zero bulk pressure.
grid = np.array([(i, j, k) for i in range(-4, 5) for j in range(-4, 5)
                 for k in range(-4, 5)
                 if (i + j + k) % 2 == 0 and (i, j, k) != (0, 0, 0)])
radii = np.linalg.norm(grid, axis=1) / np.sqrt(2)
b_rep, b_drep, b_bond, b_dbond = pair_terms(radii)
root = np.sqrt(b_bond.sum())
A_REP, XI = np.linalg.solve(
    [[b_rep.sum(), -root],
     [(radii * b_drep).sum(), -(radii * b_dbond).sum() / (2 * root)]],
    [-1.0, 0.0])

slab = np.array([(i + 0.5 * (k % 2), j + 0.5 * (k % 2), -k / np.sqrt(2))
                 for k in range(LAYERS) for i in range(CELL)
                 for j in range(CELL)])
N_FREE_SLAB = FREE_LAYERS * CELL**2
N_ATOMS = len(slab) + 1
free = np.r_[np.arange(N_FREE_SLAB), N_ATOMS - 1]
is_fixed = np.ones(N_ATOMS, bool)
is_fixed[free] = False
FAR = 10.0 * np.eye(N_ATOMS)


def wrap(d):
    d[..., :2] -= CELL * np.round(d[..., :2] / CELL)
    return d


def energy_gradient(x):
    d = wrap(x[:, None, :] - x[None, :, :])
    r = np.sqrt((d**2).sum(axis=2)) + FAR
    rep, drep, bond, dbond = pair_terms(r)
    root_rho = np.sqrt(bond.sum(axis=1))
    energy = A_REP * rep.sum() - XI * root_rho.sum()
    inv = 1 / root_rho
    w = (2 * A_REP * drep
         - 0.5 * XI * (inv[:, None] + inv[None, :]) * dbond) / r
    g = np.einsum('ij,ijk->ik', w, d)
    g[is_fixed] = 0.0
    return energy, g


def symmetry_projector(x, centre, signs):
    """Keep only displacements that respect a twofold axis or a mirror."""
    image = x.copy()
    image[:, :2] = centre + signs * (x[:, :2] - centre)
    dist2 = (wrap(image[:, None, :] - x[None, :, :])**2).sum(axis=2)
    partner = dist2.argmin(axis=1)
    assert dist2.min(axis=1).max() < 1e-12
    s3 = np.append(signs, 1.0)
    return lambda u: 0.5 * (u + s3 * u[partner])


def relax(x0, project=lambda u: u):
    scale = 20.0   # keeps the first optimizer step short

    def target(y):
        e, g = energy_gradient(x0 + project(y.reshape(-1, 3) / scale))
        return e, project(g).ravel() / scale

    res = minimize(target, np.zeros(x0.size), jac=True, method='L-BFGS-B',
                   options=dict(maxiter=800, ftol=1e-15, gtol=1e-7))
    x = x0 + project(res.x.reshape(-1, 3) / scale)
    e, g = energy_gradient(x)
    assert np.abs(g).max() < 1e-4
    return x, e


def modes(x, h=1e-4):
    n = 3 * len(free)
    hess = np.zeros((n, n))
    for m in range(n):
        step = np.zeros_like(x)
        step[free[m // 3], m % 3] = h
        hess[m] = (energy_gradient(x + step)[1]
                   - energy_gradient(x - step)[1])[free].ravel() / (2 * h)
    values, vectors = np.linalg.eigh(0.5 * (hess + hess.T))
    lowest = np.zeros_like(x)
    lowest[free] = vectors[:, 0].reshape(-1, 3)
    return int((values < -1e-3).sum()), lowest


def downhill_end(x, kick):
    x = x + kick
    for _ in range(500):
        x = x - 0.01 * energy_gradient(x)[1]
    x, e = relax(x)
    top = int(x[:, 2].argmax())
    return top, tuple(float(v) for v in np.round(2 * x[top, :2]) / 2), e


def with_adatom(position):
    return np.vstack([slab, position])


site = np.array([2.0, 2.0])
pushed = int(((slab - [2.0, 2.0, 0.0])**2).sum(axis=1).argmin())

rng = np.random.default_rng(3)
trial = with_adatom([1.5, 1.5, 0.7])
trial[free] += 0.03 * rng.normal(size=(len(free), 3))
direction = np.zeros_like(trial)
direction[free] = rng.normal(size=(len(free), 3))
numeric = (energy_gradient(trial + 1e-5 * direction)[0]
           - energy_gradient(trial - 1e-5 * direction)[0]) / 2e-5
analytic = (energy_gradient(trial)[1] * direction).sum()
assert abs(numeric - analytic) < 1e-5 * max(1, abs(analytic))

_, e_hollow = relax(with_adatom([1.5, 1.5, 0.65]))

straight = with_adatom([1.64, 1.64, 0.6])
straight[pushed] = [2.36, 2.36, 0.6]
x_str, e_str = relax(straight, symmetry_projector(
    straight, site, np.array([-1.0, -1.0])))
n_str, mode_str = modes(x_str)
ends_str = [downhill_end(x_str, c * mode_str) for c in (0.1, -0.1)]
dimer_length = np.linalg.norm(x_str[-1] - x_str[pushed])

bridge = with_adatom([1.5, 2.0, 0.85])
x_bri, e_bri = relax(bridge, symmetry_projector(
    bridge, np.array([1.5, 2.0]), np.array([-1.0, -1.0])))
n_bri, mode_bri = modes(x_bri)
ends_bri = [downhill_end(x_bri, c * mode_bri) for c in (0.1, -0.1)]

bent = with_adatom([1.5, 1.55, 0.62])
bent[pushed] = [2.5, 1.55, 0.62]
x_bent, e_bent = relax(bent, symmetry_projector(
    bent, site, np.array([-1.0, 1.0])))
n_bent, _ = modes(x_bent)

assert n_str == 1 and n_bri == 1
assert {end[1] for end in ends_str} == {(1.5, 1.5), (2.5, 2.5)}
assert {end[0] for end in ends_str} == {pushed, N_ATOMS - 1}
assert {end[1] for end in ends_bri} == {(1.5, 1.5), (1.5, 2.5)}
assert {end[0] for end in ends_bri} == {N_ATOMS - 1}
for end in ends_str + ends_bri:
    assert abs(end[2] - e_hollow) < 1e-5

# ---------- which sites can be reached? ----------
HALF = 10


def reachable(moves):
    seen, frontier = {(0, 0)}, [(0, 0)]
    while frontier:
        i, j = frontier.pop()
        for di, dj in moves:
            new = (i + di, j + dj)
            if max(abs(new[0]), abs(new[1])) <= HALF and new not in seen:
                seen.add(new)
                frontier.append(new)
    return seen


patch = {(i, j) for i in range(-HALF, HALF + 1)
         for j in range(-HALF, HALF + 1)}
hop_sites, exch_sites = reachable(HOPS), reachable(EXCHANGES)
assert hop_sites == patch
assert exch_sites == {p for p in patch if sum(p) % 2 == 0}


def step_matrix(edge, moves):
    t = np.zeros((edge**2, edge**2))
    for i in range(edge):
        for j in range(edge):
            for di, dj in moves:
                t[i * edge + j,
                  (i + di) % edge * edge + (j + dj) % edge] += 1 / len(moves)
    return t


def return_and_first_visit(edge, moves):
    t = step_matrix(edge, moves)
    hit = np.linalg.matrix_power(np.eye(edge**2) + t, 2 * edge)[0] > 0
    others = np.flatnonzero(hit)[1:]
    wait = np.linalg.solve(np.eye(len(others)) - t[np.ix_(others, others)],
                           np.ones(len(others)))
    return 1 + t[0, others] @ wait, wait.max()


EDGE = 12
index_hop = abs(np.linalg.det(np.array([HOPS[0], HOPS[2]])))
index_exch = abs(np.linalg.det(np.array([EXCHANGES[0], EXCHANGES[2]])))
ret_hop, far_hop = return_and_first_visit(EDGE, HOPS)
ret_exch, far_exch = return_and_first_visit(EDGE, EXCHANGES)
assert abs(ret_hop - EDGE**2 / index_hop) < 1e-7
assert abs(ret_exch - EDGE**2 / index_exch) < 1e-7

# ---------- both mechanisms: master equation against the laws ----------
BIG = 24
t_hop, t_exch = step_matrix(BIG, HOPS), step_matrix(BIG, EXCHANGES)
idx = np.arange(BIG)
signed = (idx + BIG // 2) % BIG - BIG // 2
parity_odd = ((idx[:, None] + idx[None, :]) % 2 == 1).ravel()
dist_sq = (signed[:, None]**2 + signed[None, :]**2).ravel()


def odd_fraction(rate_hop, time):
    return -np.expm1(-2 * rate_hop * time) / 2


def diffusion(rate_hop, rate_exch, a):
    return (rate_hop * a**2 / 2 + rate_exch * a**2) / 4


for gh, gx in [(0.0, 2.0), (0.6, 0.0), (0.6, 2.0)]:
    prob = expm(gh * (t_hop - np.eye(BIG**2))
                + gx * (t_exch - np.eye(BIG**2)))[0]
    assert abs(prob[parity_odd].sum() - odd_fraction(gh, 1.0)) < 1e-10
    # neighbour distance 1 means a = sqrt(2); tolerance covers wrap-around
    assert abs(prob @ dist_sq - 4 * diffusion(gh, gx, np.sqrt(2))) < 1e-4


def edge_time(width, d):
    return width**2 / (8 * d)


# Terrace with absorbing edges n sites from the centre, exchange rate 1.
n_half = 40
size = 2 * n_half - 1
walk = np.eye(size) - 0.5 * (np.eye(size, k=1) + np.eye(size, k=-1))
centre_time = np.linalg.solve(walk, np.ones(size))[n_half - 1]
assert abs(centre_time / edge_time(
    2 * n_half, diffusion(0, 1, np.sqrt(2))) - 1) < 1e-8

# ---------- worked example: rough aluminium-like values ----------
a_nm, e_exch, e_hop, prefactor = 0.40, 0.25, 0.50, 1e13
mass_u, terrace_nm, t_obs = 27.0, 50.0, 1.0
k_ev = const.k / const.e
# Cosine barrier along the mass-weighted exchange path of length a.
omega = np.sqrt(2 * np.pi**2 * e_exch * const.e
                / (mass_u * const.atomic_mass * (a_nm * 1e-9)**2))

print("MODEL POTENTIAL (energies in cohesive energies)")
print(f"bridge-hop barrier: {e_bri - e_hollow:.4f}")
print(f"straight-exchange barrier: {e_str - e_hollow:.4f}")
print(f"bent configuration above hollow: {e_bent - e_hollow:.4f}")
print(f"downhill modes, bridge / straight / bent: "
      f"{n_bri} / {n_str} / {n_bent}")
print(f"saddle pair distance: {dimer_length:.3f} neighbour distances")
print(f"straight saddle leads to hollows: "
      f"{ends_str[0][1]} and {ends_str[1][1]}")
print(f"bridge saddle leads to hollows: "
      f"{ends_bri[0][1]} and {ends_bri[1][1]}")
print("SITES")
print(f"hollows in 21 x 21 patch: {len(patch)}")
print(f"reached by hops: {len(hop_sites)}")
print(f"reached by exchange: {len(exch_sites)}")
print(f"cell area ratio, hop / exchange: {index_hop:.0f} / {index_exch:.0f}")
print(f"periodic terrace: {EDGE} x {EDGE} = {EDGE**2} hollows")
print(f"mean moves to return, hops: {ret_hop:.1f}")
print(f"mean moves to return, exchange: {ret_exch:.1f}")
print(f"longest mean first visit, hops: {far_hop:.1f} moves")
print(f"longest mean first visit, exchange: {far_exch:.1f} moves")
print("EXAMPLE INPUTS (rough)")
print(f"a = {a_nm:.2f} nm, s = {a_nm / np.sqrt(2):.3f} nm")
print(f"barriers: exchange {e_exch:.2f} eV, hop {e_hop:.2f} eV")
print(f"prefactor per direction: {prefactor:.1e} 1/s")
print(f"atomic mass: {mass_u:.0f} u, terrace: {terrace_nm:.0f} nm")
print(f"observation time: {t_obs:.0f} s")
for temp in (100.0, 300.0, 373.0):
    kt = k_ev * temp
    r_exch = 4 * prefactor * np.exp(-e_exch / kt)
    r_hop = 4 * prefactor * np.exp(-e_hop / kt)
    d_cm2 = diffusion(r_hop, r_exch, a_nm * 1e-7)
    tunnel = 1 + (const.hbar * omega / (const.k * temp))**2 / 24
    need = kt * np.log(8 * prefactor * t_obs)
    print(f"AT {temp:.0f} K")
    print(f"exchange rate {r_exch:.3e} 1/s, hop rate {r_hop:.3e} 1/s")
    print(f"exchanges per hop: {r_exch / r_hop:.3e}")
    print(f"D = {d_cm2:.3e} cm2/s")
    print(f"checkerboard memory time: {1 / (2 * r_hop):.3e} s")
    print(f"other-sublattice fraction after 1 s: "
          f"{odd_fraction(r_hop, t_obs):.3e}")
    print(f"barrier needed for 1 s memory: {need:.3f} eV")
    print(f"tunnelling factor on exchange rate: {tunnel:.4f}")
    print(f"mean time to terrace edge: "
          f"{edge_time(terrace_nm * 1e-7, d_cm2):.3e} s")
print("finished without a failed check")
```

Printed output:

```
MODEL POTENTIAL (energies in cohesive energies)
bridge-hop barrier: 0.1286
straight-exchange barrier: 0.2334
bent configuration above hollow: 0.3199
downhill modes, bridge / straight / bent: 1 / 1 / 1
saddle pair distance: 0.910 neighbour distances
straight saddle leads to hollows: (2.5, 2.5) and (1.5, 1.5)
bridge saddle leads to hollows: (1.5, 1.5) and (1.5, 2.5)
SITES
hollows in 21 x 21 patch: 441
reached by hops: 441
reached by exchange: 221
cell area ratio, hop / exchange: 1 / 2
periodic terrace: 12 x 12 = 144 hollows
mean moves to return, hops: 144.0
mean moves to return, exchange: 72.0
longest mean first visit, hops: 288.2 moves
longest mean first visit, exchange: 127.4 moves
EXAMPLE INPUTS (rough)
a = 0.40 nm, s = 0.283 nm
barriers: exchange 0.25 eV, hop 0.50 eV
prefactor per direction: 1.0e+13 1/s
atomic mass: 27 u, terrace: 50 nm
observation time: 1 s
AT 100 K
exchange rate 1.006e+01 1/s, hop rate 2.530e-12 1/s
exchanges per hop: 3.976e+12
D = 4.024e-15 cm2/s
checkerboard memory time: 1.976e+11 s
other-sublattice fraction after 1 s: 2.530e-12
barrier needed for 1 s memory: 0.276 eV
tunnelling factor on exchange rate: 1.0268
mean time to terrace edge: 7.766e+02 s
AT 300 K
exchange rate 2.525e+09 1/s, hop rate 1.594e+05 1/s
exchanges per hop: 1.584e+04
D = 1.010e-06 cm2/s
checkerboard memory time: 3.137e-06 s
other-sublattice fraction after 1 s: 5.000e-01
barrier needed for 1 s memory: 0.828 eV
tunnelling factor on exchange rate: 1.0030
mean time to terrace edge: 3.094e-06 s
AT 373 K
exchange rate 1.676e+10 1/s, hop rate 7.020e+06 1/s
exchanges per hop: 2.387e+03
D = 6.704e-06 cm2/s
checkerboard memory time: 7.123e-08 s
other-sublattice fraction after 1 s: 5.000e-01
barrier needed for 1 s memory: 1.029 eV
tunnelling factor on exchange rate: 1.0019
mean time to terrace edge: 4.661e-07 s
finished without a failed check
```
